# Both First-Order Saddle Points of the Muller-Brown Surface

## Problem

The Muller-Brown surface is a two-dimensional model energy surface,

$$V(x,y)=\sum_{k=1}^{4}A_k e^{q_k},\qquad q_k=a_ku_k^2+b_ku_kv_k+c_kv_k^2,$$

with $u_k=x-x_k$ and $v_k=y-y_k$. In its conventional dimensionless units the parameters are

| $k$ | $A_k$ | $a_k$ | $b_k$ | $c_k$ | $x_k$ | $y_k$ |
|---|---|---|---|---|---|---|
| 1 | −200 | −1 | 0 | −10 | 1 | 0 |
| 2 | −100 | −1 | 0 | −10 | 0 | 0.5 |
| 3 | −170 | −6.5 | 11 | −6.5 | −0.5 | 1.5 |
| 4 | 15 | 0.7 | 0.6 | 0.7 | −1 | 1 |

Locate both first-order saddle points. Verify that their energies are near $-40.7$ and $-72.2$, that there are no others, and find which minima each one joins.

A first-order saddle is a point where the gradient vanishes and the matrix of second derivatives, the Hessian $H$, has one negative and one positive eigenvalue.

## A tempting solution

Differentiate first. The exponents have the derivatives

$$p_k=\frac{\partial q_k}{\partial x}=2a_ku_k+b_kv_k,\qquad r_k=\frac{\partial q_k}{\partial y}=b_ku_k+2c_kv_k,$$

so the chain rule gives

$$V_x=\sum_kA_ke^{q_k}p_k,\qquad V_y=\sum_kA_ke^{q_k}r_k.$$

In a second differentiation the exponential supplies another factor $p_k$ or $r_k$, while $\partial p_k/\partial x=2a_k$, $\partial p_k/\partial y=b_k$ and $\partial r_k/\partial y=2c_k$. Hence

$$V_{xx}=\sum_kA_ke^{q_k}(p_k^2+2a_k),\quad V_{xy}=\sum_kA_ke^{q_k}(p_kr_k+b_k),\quad V_{yy}=\sum_kA_ke^{q_k}(r_k^2+2c_k).$$

Near a trial point $z=(x,y)$ the gradient is $\nabla V(z+s)\approx\nabla V(z)+H(z)s$. Setting this to zero gives Newton's step, $H(z)s=-\nabla V(z)$. Newton searches are started from a mesh of spacing 0.1 over $-1.5\le x\le1.2$, $-0.2\le y\le2.0$. Not all of them converge, but those that do lead to five stationary points. Three are minima. The other two are

$$z_1=(-0.822002,\;0.624313),\qquad z_2=(0.212487,\;0.292988).$$

To classify these two, look at the curvature along each axis:

- At $z_2$, $V_{xx}=198.97$ and $V_{yy}=-423.33$. The energy rises along $x$ and falls along $y$, so $z_2$ is a saddle.
- At $z_1$, $V_{xx}=-229.26$ and $V_{yy}=-31.36$. The energy falls both ways along both axes, so $z_1$ is a maximum.

The surface would then have one saddle, and the energy near $-40.7$ would belong to a hilltop.

## Where it goes wrong

The derivatives and the two positions are right. The fault is the inference from two directions to all directions. At $z_1$ the mixed derivative is $V_{xy}=612.61$, larger than either diagonal entry in magnitude, and a scan along an axis does not see it.

Take the diagonal direction $(1,1)/\sqrt2$. The curvature along a unit vector $n$ is $n^{T}Hn$, which here is

$$\tfrac12(V_{xx}+2V_{xy}+V_{yy})=\tfrac12(-229.26+1225.22-31.36)=482.30.$$

It is positive, so $z_1$ is not a maximum. Along $(1,-1)/\sqrt2$ the mixed term changes sign:

$$\tfrac12(-229.26-1225.22-31.36)=-742.92.$$

The energy rises one way and falls the other.

## The correct classification

Let $n=(\cos\varphi,\sin\varphi)$. With $\cos^2\varphi=(1+\cos2\varphi)/2$, $\sin^2\varphi=(1-\cos2\varphi)/2$ and $2\sin\varphi\cos\varphi=\sin2\varphi$, the curvature becomes

$$n^{T}Hn=m+d\cos2\varphi+V_{xy}\sin2\varphi,\qquad m=\frac{V_{xx}+V_{yy}}2,\quad d=\frac{V_{xx}-V_{yy}}2.$$

The last two terms form a sinusoid of amplitude $\sqrt{d^2+V_{xy}^2}$. The extreme curvatures, which are the eigenvalues of the symmetric matrix $H$, are therefore

$$\lambda_\pm=m\pm\sqrt{d^2+V_{xy}^2}.$$

Their product is $m^2-d^2-V_{xy}^2=V_{xx}V_{yy}-V_{xy}^2=\det H$. In two dimensions a stationary point is thus a first-order saddle if and only if $\det H<0$.

This shows when the axis test may be trusted. If the diagonal entries have opposite signs, their product is negative, subtracting $V_{xy}^2$ keeps it negative, and the point is a saddle. That is why $z_2$ was classified correctly. If they have equal signs, the test decides nothing until $V_{xy}^2$ is compared with $V_{xx}V_{yy}$. At $z_1$ the point would be a maximum if $|V_{xy}|$ were below $\sqrt{229.26\times31.36}\approx85$. It is about seven times larger.

For $z_1$, $m=-130.31$ and $d=-98.95$, so

$$\lambda_\pm=-130.31\pm\sqrt{98.95^2+612.61^2}=-130.31\pm620.55,$$

or $490.24$ and $-750.86$. For $z_2$, $m=-112.18$ and $d=311.15$, so

$$\lambda_\pm=-112.18\pm\sqrt{311.15^2+539.81^2}\approx-112.18\pm623.07,$$

or about $510.89$ and $-735.25$ (the rounded entries shown give 623.06 for the root, the unrounded ones 623.07). Each point has one negative eigenvalue, and both are first-order saddles.

The direction of the negative eigenvalue follows from the first row of $Hw=\lambda_-w$, which gives $w_y/w_x=(\lambda_--V_{xx})/V_{xy}$. At $z_1$ this is $-521.60/612.61=-0.851$, so the unit vector is $(0.761,-0.648)$. The rising direction is perpendicular to it, at about $50^\circ$ from the $x$ axis. The curvature is positive within an angle $\Delta$ of that direction, where $\cos2\Delta=130.31/620.55$, so $\Delta\approx39^\circ$. The rising sector runs from about $11^\circ$ to $89^\circ$, and both axes fall outside it, the $y$ axis only just.

The sign of $\det H$ also has a meaning that the signs of the diagonal entries lack. Under a linear change of coordinates $z=Lz'$, with $L$ invertible, the Hessian becomes $L^{T}HL$, and its determinant is $(\det L)^2\det H$. The sign survives, so a saddle remains a saddle in any such coordinates. The diagonal entries can change sign under a mere rotation.

## Positions and energies

Newton's method has to be checked for convergence, since it seeks any stationary point and may wander. Let $z^*$ be the stationary point. Taylor's theorem about the current point gives

$$0=\nabla V(z^*)=\nabla V(z)+H(z)(z^*-z)+R,$$

where $R$ is of second order in $z^*-z$. Solving for the gradient and inserting it in the step,

$$z-H^{-1}\nabla V(z)=z+(z^*-z)+H^{-1}R=z^*+H^{-1}R.$$

The new error is of the order of the old error squared, provided that $H$ is invertible and the start is close enough. From the mesh nodes nearest to the saddles the iterations run as follows.

| step | $x$ | $y$ | $V$ | $\lvert\nabla V\rvert$ |
|---|---|---|---|---|
| 0 | −0.800000 | 0.600000 | −41.0229 | 22 |
| 1 | −0.828462 | 0.623334 | −40.6658 | 4.0 |
| 2 | −0.821987 | 0.624303 | −40.6648 | 0.013 |
| 3 | −0.822002 | 0.624313 | −40.6648 | $7\times10^{-7}$ |
| 0 | 0.200000 | 0.300000 | −72.2903 | 9.5 |
| 1 | 0.212824 | 0.292753 | −72.2490 | 0.29 |
| 2 | 0.212487 | 0.292988 | −72.2489 | $2\times10^{-4}$ |

The energy settles before the position does, because the gradient vanishes at $z^*$ and the energy error starts at second order, $\tfrac12\delta^{T}H\delta$ with $\delta=z-z^*$. For the first start $\delta=(0.0220,-0.0243)$, and this estimate gives $-0.39$. The actual difference is $-41.0229+40.6648=-0.358$. The remainder comes from cubic and higher terms.

The energies can be summed by hand. At $z_1$ the second term has $u_2=-0.822002$ and $v_2=0.124313$, so

$$q_2=-(0.822002)^2-10(0.124313)^2=-0.67569-0.15454\approx-0.8302,$$

and $-100e^{q_2}=-43.595$. With the other terms found in the same way,

$$V(z_1)=-0.147-43.595-13.186+16.263=-40.665.$$

At $z_2$ the third exponent is $-22.2$, so that term is negligible, and

$$V(z_2)=-45.591-62.270+35.613=-72.249$$

when the unrounded terms are added. The energies round to $-40.7$ and $-72.2$, as required.

## Why there are no others

A finite mesh of starts cannot by itself prove that the list is complete. The proof has a far part and a near part.

**Far from the wells.** Use polar coordinates about $(-1,1)$, with radius $\rho$ and angle $\theta$. The fourth exponent is

$$q_4=\rho^2(0.7+0.6\cos\theta\sin\theta)=\rho^2(0.7+0.3\sin2\theta)\ge0.4\rho^2.$$

Since $q_4$ is proportional to $\rho^2$, $\partial q_4/\partial\rho=2q_4/\rho$. The outward slope of this term is $30q_4e^{q_4}/\rho$, which increases with $q_4$, so it is at least $12\rho e^{0.4\rho^2}$.

Each of the other terms is a well with $q_k=-t$, where $t=w^{T}Bw\ge0$, $w=(u_k,v_k)$ and $B$ is a positive symmetric matrix with larger eigenvalue $\beta_k$. Its gradient has magnitude $2|A_k|e^{-t}|Bw|$. Because $|Bw|^2=w^{T}B^2w\le\beta_kt$, this is at most $2|A_k|\sqrt{\beta_k}\,\sqrt t\,e^{-t}$. The function $\sqrt t\,e^{-t}$ peaks at $t=\tfrac12$ with the value $1/\sqrt{2e}$. For the first two wells $\beta=10$. For the third, $B$ has diagonal entries 6.5 and off-diagonal entries $-5.5$, so $\beta=12$. Together the wells can supply a slope of at most

$$\frac{2}{\sqrt{2e}}\left(200\sqrt{10}+100\sqrt{10}+170\sqrt{12}\right)=1318.9.$$

At $\rho=3.2$ the fourth term supplies at least $2307.8$, and its lower bound grows with $\rho$. No stationary point lies at $\rho\ge3.2$.

**Near the wells.** The remaining disc fits in a square of half-width 3.2, which is cut into small squares. In a small square of half-width $h$ and centre $z_c$, integrating $V_{xx}\,dx+V_{xy}\,dy$ from the centre to any point $z$ gives

$$|V_x(z)-V_x(z_c)|\le h\left(\max|V_{xx}|+\max|V_{xy}|\right),$$

and similarly for $V_y$. If $|V_x(z_c)|$ or $|V_y(z_c)|$ exceeds its bound, that component cannot vanish and the square is discarded. Otherwise it is cut in four.

The maxima must themselves be bounded. From the centre to any point of the square, the exponent and its derivatives change by at most

$$\Delta q=(|p|+|r|)h+(|a|+|b|+|c|)h^2,\quad\Delta p=(2|a|+|b|)h,\quad\Delta r=(|b|+2|c|)h,$$

because $q$ is quadratic and $p$, $r$ are linear. Each Hessian entry is a sum of terms $Ae^qF$ with $F=st+\text{const}$, where $s$ and $t$ stand for $p$ or $r$. Then $\Delta F=|s|\Delta t+|t|\Delta s+\Delta s\,\Delta t$, and each term changes by at most

$$|A|e^q\left[\Delta F+(|F|+\Delta F)(e^{\Delta q}-1)\right].$$

Adding the sum of these changes to the magnitude of the entry at the centre bounds its maximum.

After 5604 squares had been examined, all that survived lay within squares of half-width $5\times10^{-4}$ around the five known points. Each of these holds one zero at most. For two points in it, $\nabla V(z)-\nabla V(z')=M(z-z')$, where $M$ is the Hessian averaged along the segment between them. Write $M=H+E$, with $H$ the Hessian at the known point and $|E|\le D$ entry by entry, $D$ being the matrix of bounds just derived. If the largest row sum of $|H^{-1}|D$ is below 1, then $H^{-1}M=I+H^{-1}E$ is invertible, and two different points cannot both have zero gradient. The largest value found was 0.029. The search used double precision with a small safety margin, not rigorously rounded interval arithmetic. Within that standard the surface has five stationary points. At the three other than $z_1$ and $z_2$, the program computes the eigenvalues of $H$ and finds none negative. Since $H$ is invertible there, both are positive and these points are minima. So $z_1$ and $z_2$ are the only saddles.

## What the saddles join

The minima are

| minimum | $x$ | $y$ | $V$ |
|---|---|---|---|
| A | −0.5582 | 1.4417 | −146.70 |
| C | −0.0500 | 0.4667 | −80.77 |
| B | 0.6235 | 0.0280 | −108.17 |

A steepest-descent path obeys $dz/dt=-\nabla V$, where $t$ is a path parameter and not physical time. Along it $dV/dt=\nabla V\cdot dz/dt=-|\nabla V|^2\le0$, so the energy never rises. At the saddle itself the gradient is zero and the path would not start, so it is begun 0.01 to either side along the falling direction. From $z_1$ the two paths end at A and C. From $z_2$ they end at C and B. The shape of these paths depends on the choice of coordinates, for example on mass weighting, while the stationary energies do not.

The passes can also be found without derivatives. Raise a water level $E$ and note when two minima first lie in one connected region $V\le E$. On a grid of spacing 0.002, A and B join at $-40.6649$, and C and B at $-72.2494$. The second level lies 0.0005 below the true pass. A continuous path must reach the pass energy, but a grid path can step across the crest between two nodes. A diagonal step along $(1,-1)$ has half-length 0.0014, and the curvature along it at $z_2$ is $\tfrac12(198.97-1079.62-423.33)\approx-652$. Such a step can miss up to about $\tfrac12(652)(0.0014)^2\approx0.0006$, which is the right size.

## Reading the energies

The values $-40.7$ and $-72.2$ are heights relative to the zero of $V$. A barrier is a difference from a minimum. To give a scale, choose 0.01 eV per energy unit and 1 angstrom per length unit. The saddle energies become $-0.407$ eV and $-0.722$ eV, and the barriers are

- A to C over $z_1$: $-40.6648+146.6995=106.0347$ units, or 1.06 eV; C to A: 40.10 units, or 0.401 eV.
- C to B over $z_2$: 8.52 units, or 0.085 eV; B to C: 35.92 units, or 0.359 eV.

For the whole way from B to A, the highest point is $z_1$, which lies 67.50 units or 0.675 eV above B. This is not the sum of the two uphill barriers, $35.92+40.10=76.02$, because the descent from $z_2$ into C gives back 8.52 units.

The choice of scale does not affect the classification. With an energy scale $\varepsilon$ and a length scale $\ell$, both in atomic units if desired, the surface $\varepsilon V(X/\ell,Y/\ell)$ has gradient $(\varepsilon/\ell)\nabla V$ and Hessian $(\varepsilon/\ell^2)H$. Both factors are positive, so the zeros move with $\ell$ and the signs of the eigenvalues stay. The surface represents no particular molecule or precursor, and its barriers in eV reflect the chosen scale. They are not rates, which would also need masses, a temperature and a dynamical theory.

The full set of values is in the numerical output below.

## Numbers as computed

```
Conventional units are dimensionless; eV is marked where used
term 1: A=-200 a=-1 b=0 c=-10 xk=1 yk=0
term 2: A=-100 a=-1 b=0 c=-10 xk=0 yk=0.5
term 3: A=-170 a=-6.5 b=11 c=-6.5 xk=-0.5 yk=1.5
term 4: A=15 a=0.7 b=0.6 c=0.7 xk=-1 yk=1
minimum A: x=-0.558224 y=1.441726 V=-146.6995
minimum C: x=-0.050011 y=0.466694 V=-80.7678
minimum B: x=0.623499 y=0.028038 V=-108.1667
saddle 1: x=-0.822002 y=0.624313 V=-40.6648
  Newton 0: x=-0.800000 y=0.600000 V=-41.022850 |grad|=2.2e+01
  Newton 1: x=-0.828462 y=0.623334 V=-40.665754 |grad|=4.0e+00
  Newton 2: x=-0.821987 y=0.624303 V=-40.664844 |grad|=1.3e-02
  Newton 3: x=-0.822002 y=0.624313 V=-40.664844 |grad|=6.7e-07
  Newton 4: x=-0.822002 y=0.624313 V=-40.664844 |grad|=9.6e-14
  term 1: q=-7.21735 A exp(q)=-0.14675
  term 2: q=-0.83022 A exp(q)=-43.59519
  term 3: q=-2.55664 A exp(q)=-13.18609
  term 4: q=0.08085 A exp(q)=16.26319
  Vxx=-229.26 Vxy=612.61 Vyy=-31.36
  eigenvalues -750.86, 490.24; unstable direction (0.7614, -0.6483)
  descent joins minima A and C
  flooding energy -40.6649, grid spacing 0.002
saddle 2: x=0.212487 y=0.292988 V=-72.2489
  Newton 0: x=0.200000 y=0.300000 V=-72.290286 |grad|=9.5e+00
  Newton 1: x=0.212824 y=0.292753 V=-72.248983 |grad|=2.9e-01
  Newton 2: x=0.212487 y=0.292988 V=-72.248940 |grad|=2.4e-04
  Newton 3: x=0.212487 y=0.292988 V=-72.248940 |grad|=1.7e-10
  term 1: q=-1.47860 A exp(q)=-45.59137
  term 2: q=-0.47369 A exp(q)=-62.27010
  term 3: q=-22.22912 A exp(q)=-0.00000
  term 4: q=0.86465 A exp(q)=35.61252
  Vxx=198.97 Vxy=539.81 Vyy=-423.33
  eigenvalues -735.25, 510.89; unstable direction (0.5003, -0.8658)
  descent joins minima C and B
  flooding energy -72.2494, grid spacing 0.002
far region, radius 3.2: outward slope at least 2307.8, wells at most 1318.9
squares examined 5604, smallest half-width 4.88e-05
small-square half-width 0.0005, largest uniqueness norm 0.0288 (must be below 1)
chosen scale: 0.01 eV per energy unit, 1 angstrom per length unit
saddle energies: -0.4066 eV, -0.7225 eV
barrier A to C over saddle 1: 106.0347 units = 1.0603 eV
barrier C to A over saddle 1: 40.1030 units = 0.4010 eV
barrier C to B over saddle 2: 8.5189 units = 0.0852 eV
barrier B to C over saddle 2: 35.9178 units = 0.3592 eV
barrier B to A, highest pass: 67.5019 units = 0.6750 eV
```
